\section*{Absorption and Emission Peaks of a Trapped Hole with Equal Parabolas}

\section*{Problem}

A defect in a solid has two localized electronic states, a lower one $g$ and an upper one $e$. The surrounding atoms take different equilibrium positions in the two states. Their motion is described by one coordinate $Q$, mass-weighted so that the kinetic energy is $P^2/2$, where $P$ is the momentum belonging to $Q$. The total energies at fixed $Q$ are two parabolas of equal curvature,
\begin{align}
V_g(Q)&=\tfrac12\omega^2Q^2, \label{eq:vg}\\
V_e(Q)&=E_0+\tfrac12\omega^2(Q-D)^2, \label{eq:ve}
\end{align}
with $D>0$. The Huang-Rhys factor $S$ is the relaxation energy $\tfrac12\omega^2D^2$ counted in phonons:
\begin{equation}
S=\frac{\tfrac12\omega^2D^2}{\hbar\omega}=\frac{\omega D^2}{2\hbar}. \label{eq:S}
\end{equation}
The transition dipole does not depend on $Q$, and after absorption the atoms relax fully in state $e$ before light is emitted. Except in part (d), a peak is the maximum of the lineshape, which is the spectrum with its explicit photon-energy factors divided out.

\begin{enumerate}
\item[(a)] Show that the classical absorption and emission peaks, for atoms starting at rest in the respective minimum, differ by $2S\hbar\omega$. When does the emission formula lose its meaning?
\item[(b)] Let the atoms move classically at temperature $T$. Do the peaks move? How wide are the lines?
\item[(c)] What replaces the result of (a) if the two curves have different frequencies $\omega_g$ and $\omega_e$?
\item[(d)] The absorption cross-section carries an extra factor $E$, and the emitted photon rate per unit energy a factor $E^3$, where $E$ is the photon energy. Where are the peaks of these raw spectra?
\item[(e)] Treat the vibration by quantum mechanics. What remains of the result at low temperature?
\end{enumerate}

For numbers, use the round model parameters $\hbar\omega=0.002$, $E_0=0.1$ and $kT=0.004$ hartree, with $D=100\,\sqrt{m_e}$ bohr. In part (c) take $\hbar\omega_g=0.002$ and $\hbar\omega_e=0.0016$ hartree. In Hartree atomic units $\hbar=1$.

\section*{Solution}

\subsection*{(a) Vertical transitions from the two minima}

The electronic jump is fast compared with the motion of the atoms, so $Q$ and $P$ are the same just before and just after it. The kinetic energy $P^2/2$ therefore cancels from the energy balance, and the photon carries the gap between the curves at fixed $Q$:
\begin{align}
G(Q)&=V_e(Q)-V_g(Q)\nonumber\\
&=E_0+\tfrac12\omega^2\left(Q^2-2QD+D^2\right)-\tfrac12\omega^2Q^2\nonumber\\
&=E_0+\tfrac12\omega^2D^2-\omega^2D\,Q. \label{eq:gap}
\end{align}
The terms in $Q^2$ cancel because the curvatures are equal, which leaves a gap linear in $Q$.

Absorption starts in state $g$, whose minimum is at $Q=0$. With $\tfrac12\omega^2D^2=S\hbar\omega$ from \eqref{eq:S},
\begin{equation}
E_{\rm abs}=G(0)=E_0+\tfrac12\omega^2D^2=E_0+S\hbar\omega. \label{eq:abs}
\end{equation}
Emission starts in state $e$, relaxed to $Q=D$:
\begin{equation}
E_{\rm em}=G(D)=E_0+\tfrac12\omega^2D^2-\omega^2D^2=E_0-S\hbar\omega. \label{eq:em}
\end{equation}
Subtracting,
\begin{equation}
E_{\rm abs}-E_{\rm em}=(E_0+S\hbar\omega)-(E_0-S\hbar\omega)=2S\hbar\omega. \label{eq:stokes}
\end{equation}

The factor 2 counts two relaxations. After absorption the atoms sit at $Q=0$ on the upper curve, at a height $\tfrac12\omega^2D^2=S\hbar\omega$ above its minimum, and they give this energy to the surroundings as heat. After emission they sit at $Q=D$ on the lower curve, again $S\hbar\omega$ above the minimum, and give off the same amount once more. The light that comes out is poorer than the light that went in by exactly this heat.

For the given parameters,
\begin{equation}
S=\frac{0.002\times100^2}{2}=10,\qquad S\hbar\omega=10\times0.002=0.020\ \text{hartree}.
\end{equation}
Hence $E_{\rm abs}=0.100+0.020=0.120$ hartree (3.265 eV) and $E_{\rm em}=0.100-0.020=0.080$ hartree (2.177 eV). They differ by $0.040$ hartree (1.088 eV), which is 20 phonon energies.

Equation \eqref{eq:em} describes a photon if $E_{\rm em}>0$, that is, if $E_0>S\hbar\omega$. To see what happens otherwise, set $G(Q_c)=0$ in \eqref{eq:gap}, use $\omega^2D^2=2S\hbar\omega$, and find where the curves cross:
\begin{equation}
\frac{Q_c}{D}=\frac{E_0+S\hbar\omega}{\omega^2D^2}=\frac{E_0+S\hbar\omega}{2S\hbar\omega}.
\end{equation}
When $E_0$ falls to $S\hbar\omega$, this ratio falls to 1, and the crossing reaches the minimum of the upper curve. For smaller $E_0$ the relaxed configuration of state $e$ lies where state $g$ is the higher of the two, and no vertical emission from $e$ to $g$ is possible there. In the example $E_0$ is five times $S\hbar\omega$, so the condition is met. It is necessary for emission but does not guarantee it in a real defect. The crossing lies $\tfrac12\omega^2(Q_c-D)^2=(E_0-S\hbar\omega)^2/(4S\hbar\omega)$ above the upper minimum. For $E_0<3S\hbar\omega$ this is less than the energy $S\hbar\omega$ left by absorption. The atoms can then reach the crossing and return to $g$ without light, which the assumption of full relaxation in $e$ excludes. In the example the crossing lies $4S\hbar\omega$ above the upper minimum.

\subsection*{(b) Classical thermal motion}

Let $Q_0$ be the minimum of the starting curve: $Q_0=0$ for absorption and $Q_0=D$ for emission. The Boltzmann distribution of $Q$ is
\begin{equation}
p(Q)\propto\exp\!\left[-\frac{\omega^2(Q-Q_0)^2}{2kT}\right],
\end{equation}
a Gaussian with variance $kT/\omega^2$. The lineshape collects all $Q$ at which the gap equals the photon energy:
\begin{equation}
L(E)=\int p(Q)\,\delta\big(E-G(Q)\big)\,dQ=\frac{p\big(Q(E)\big)}{\omega^2D},
\end{equation}
where $Q(E)$ solves $G(Q)=E$ and $\omega^2D=|dG/dQ|$. This slope is constant, so $L$ is largest where $p$ is largest, at $Q=Q_0$. The peaks stay at $G(0)$ and $G(D)$, and \eqref{eq:stokes} holds for the classical lineshapes at every temperature.

A linear map multiplies a variance by the square of its slope. Both lines are therefore Gaussians with the variance
\begin{equation}
\sigma^2=(\omega^2D)^2\,\frac{kT}{\omega^2}=\omega^2D^2\,kT=2S\hbar\omega\,kT. \label{eq:sigma}
\end{equation}
The same coupling that separates the peaks also broadens them. At $kT=0.004$ hartree (1263 K),
\begin{equation}
\sigma^2=2\times0.020\times0.004=1.6\times10^{-4}\ \text{hartree}^2,\qquad \sigma=0.01265\ \text{hartree}.
\end{equation}
This high temperature was chosen so that $kT=2\hbar\omega$ is four times the zero-point energy $\tfrac12\hbar\omega$, which classical motion leaves out. Near room temperature $kT$ is only about as large as the zero-point energy in this model, and \eqref{eq:sigma} gives too narrow a line.

\subsection*{(c) Unequal curvatures}

Let the lower curve have frequency $\omega_g$ and the upper one $\omega_e$. The minima stay at $0$ and $D$, and the vertical energies from them are
\begin{align}
V_e(0)-V_g(0)&=E_0+\tfrac12\omega_e^2D^2,\\
V_e(D)-V_g(D)&=E_0-\tfrac12\omega_g^2D^2.
\end{align}
Their difference is
\begin{equation}
\Delta=\tfrac12\left(\omega_e^2+\omega_g^2\right)D^2. \label{eq:uneq}
\end{equation}
The absorption energy contains the upper frequency because the relaxation that follows absorption takes place on the upper curve. For emission the roles are exchanged. The two heats are now different, and a single $S$ no longer describes both. For $\omega_e=\omega_g=\omega$, \eqref{eq:uneq} returns $\omega^2D^2=2S\hbar\omega$.

With the given frequencies the two heats are $\tfrac12(0.0016)^2(100)^2=0.0128$ hartree and $\tfrac12(0.002)^2(100)^2=0.0200$ hartree. The vertical energies are $0.1128$ and $0.0800$ hartree, and they differ by $0.0328$ hartree instead of $0.0400$. A frequency lower by 20\,\% in one state has reduced the separation by 18\,\%. Equation \eqref{eq:uneq} holds for atoms starting at rest in the minima. The gap now contains a term in $Q^2$ and its slope is no longer constant, so the argument of (b) fails, and the peaks and means of the thermal lines move with temperature.

\subsection*{(d) Peaks of the raw spectra}

Multiply a Gaussian line with centre $E_c$ and variance $\sigma^2$ by $E^p$, with $p=1$ for absorption and $p=3$ for emission. For $E>0$ the maximum of the product is also the maximum of its logarithm, so
\begin{equation}
\frac{d}{dE}\left[p\ln E-\frac{(E-E_c)^2}{2\sigma^2}\right]=\frac pE-\frac{E-E_c}{\sigma^2}=0 .
\end{equation}
Multiplication by $E\sigma^2$ gives $E^2-E_cE-p\sigma^2=0$, whose positive root is
\begin{equation}
E=\tfrac12\left(E_c+\sqrt{E_c^2+4p\sigma^2}\right). \label{eq:raw}
\end{equation}
The second derivative of the logarithm, $-p/E^2-1/\sigma^2$, is negative, so this is a maximum. It lies above $E_c$ in both spectra. With $\sigma^2=1.6\times10^{-4}$ hartree$^2$,
\begin{align}
\text{absorption:}\quad E&=\tfrac12\left(0.12+\sqrt{0.0144+0.00064}\right)=0.1213\ \text{hartree},\\
\text{emission:}\quad E&=\tfrac12\left(0.08+\sqrt{0.0064+0.00192}\right)=0.0856\ \text{hartree}.
\end{align}
The emission peak moves further, because its power is higher and its centre lies at lower energy, where $E^p$ changes faster in relative terms. The raw peaks are $0.0357$ hartree apart, about 11\,\% less than $2S\hbar\omega$. By \eqref{eq:raw} each shift is roughly $p\sigma^2/E_c$, so this figure belongs to the broad lines at the chosen high temperature, and it is smaller for narrower lines. Reading $2S\hbar\omega$ directly from the raw peaks would therefore give too small a value. The factors must first be divided out, or the peak shifts corrected with \eqref{eq:raw}.

\subsection*{(e) Quantum vibrations}

\paragraph{Line strengths.} At low temperature absorption starts from the vibrational ground state $|0_g\rangle$ of the lower curve. The lowering operators of the two oscillators are
\begin{equation}
a=\sqrt{\frac{\omega}{2\hbar}}\left(Q+\frac{iP}{\omega}\right),\qquad
b=\sqrt{\frac{\omega}{2\hbar}}\left(Q-D+\frac{iP}{\omega}\right)=a-\sqrt S,
\end{equation}
since $D\sqrt{\omega/2\hbar}=\sqrt S$ by \eqref{eq:S}. From $a|0_g\rangle=0$ it follows that $b|0_g\rangle=-\sqrt S\,|0_g\rangle$. Expand $|0_g\rangle=\sum_nc_n|n_e\rangle$ in the states of the upper curve and use $b|n_e\rangle=\sqrt n\,|(n-1)_e\rangle$. Comparing the coefficients of $|n_e\rangle$ on both sides gives
\begin{equation}
\sqrt{n+1}\;c_{n+1}=-\sqrt S\;c_n .
\end{equation}
The probabilities $P_n=|c_n|^2$ therefore obey
\begin{equation}
\frac{P_{n+1}}{P_n}=\frac{S}{n+1}\quad\Longrightarrow\quad P_n=e^{-S}\frac{S^n}{n!}, \label{eq:poisson}
\end{equation}
where $P_0=e^{-S}$ follows from $\sum_nP_n=1$. The zero-point energies of the two curves are equal and cancel, so line $n$ lies at $E_0+n\hbar\omega$. For emission, $a|0_e\rangle=(b+\sqrt S)|0_e\rangle=+\sqrt S\,|0_e\rangle$. The change of sign does not affect $|c_n|^2$, so the strengths are the same, and the lines lie at $E_0-n\hbar\omega$.

\paragraph{Mean energies.} Let $H_g$ and $H_e$ be the vibrational Hamiltonians of the two curves, including $V_g$ and $V_e$. For absorption from any vibrational state $|i\rangle$ of the lower curve, with energy $E_i$, the mean photon energy is a sum over the final states $|f\rangle$ of the upper curve:
\begin{equation}
\sum_f|\langle f|i\rangle|^2(E_f-E_i)=\langle i|H_e-H_g|i\rangle=\langle i|G(Q)|i\rangle=G\big(\langle Q\rangle\big).
\end{equation}
The first step uses the completeness of the final states, the second the cancellation of the kinetic energies, and the last the linearity of $G$. Every energy eigenstate of an oscillator has a density symmetric about the minimum of its curve, so $\langle Q\rangle=0$. The same argument for emission gives $G(D)$. Averaging over a thermal population changes neither value. Within this model the mean energies thus differ by $2S\hbar\omega$ at every temperature, in quantum mechanics as well.

\paragraph{Peaks.} The maximum is a different matter. By \eqref{eq:poisson} the strengths grow with $n$ as long as $n+1<S$. For integer $S$ the lines $n=S-1$ and $n=S$ are equally strong. In the example the lines with 9 and 10 phonons both have weight $0.12511$, although the mean phonon number is 10. For such $S$ the top of the absorption spectrum is centred at $n=S-\tfrac12$, half a phonon below its mean energy. The top of the emission spectrum is half a phonon above its mean. Their separation is
\begin{equation}
2\left(S-\tfrac12\right)\hbar\omega=(2S-1)\hbar\omega, \label{eq:cold}
\end{equation}
or 19 phonon energies instead of 20.

If each line is given a Gaussian shape with standard deviation $0.7\,\hbar\omega$, the spectra become smooth. At $kT=0.02\,\hbar\omega$ the computed peaks are then $19.04$ phonon energies apart. The small excess over 19 comes from a slight asymmetry. Lines at equal distances on either side of $S-\tfrac12$ have the ratio
\begin{equation}
\frac{P_{S+k}}{P_{S-1-k}}=\prod_{j=1}^{k}\frac{S^2}{S^2-j^2}\geq1 ,
\end{equation}
which follows from repeated use of \eqref{eq:poisson}. For $k=1$ it is $100/99$, in agreement with the weights $0.11374$ and $0.11260$ of the lines with 11 and 8 phonons. The side with more phonons is slightly heavier, so the smoothed curve still rises towards larger $n$ at $S-\tfrac12$. This moves both peaks outwards.

On heating, the peak separation grows to $19.80$ phonon energies at $kT=2\hbar\omega$ and to $19.93$ at $kT=5\hbar\omega$, while the means stay 20 apart. These peak values belong to the chosen line width. The maximum is flat, so even a faint remnant of the separate lines can move it, and a somewhat narrower width can change the values by more than a tenth of a phonon energy. When the single lines are broad enough to merge fully, the peaks approach the classical result as the motion becomes classical. If a remnant of the lines survives, the very flat maximum at high temperature is drawn to the nearest single line. That line coincides with the classical peak here only because $S$ is an integer.

If $S$ is not an integer, the strongest single lines of the two spectra are $2\lfloor S\rfloor$ phonon energies apart, where $\lfloor S\rfloor$ is the integer part of $S$. For the smoothed spectra, continue $P_n$ to non-integer $n$. By \eqref{eq:poisson} it has equal values at $n=S-1$ and $n=S$, so for large $S$ its maximum lies close to $S-\tfrac12$. The smoothed peaks are therefore still about $2S-1$ phonon energies apart, provided that the single lines are broad enough to merge fully but narrow compared with the whole spectrum. The missing phonon is a fraction $1/(2S)$ of the classical separation, here 5\,\%. For strong coupling, $S\gg1$, it hardly matters. For $S<1$ the classical picture of the peaks fails at low temperature: \eqref{eq:poisson} gives $P_1/P_0=S<1$, so the strongest line of both spectra is the one without phonons, at $E_0$. The strongest lines then coincide, although the mean energies are still $2S\hbar\omega$ apart.

The main numerical values are collected in the output that follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
MODEL (Hartree atomic units)
phonon energy: 0.0020 hartree
distance of minima D: 100.0 sqrt(m_e) bohr
energy difference of minima E0: 0.1000 hartree
Huang-Rhys factor S: 10.0000
relaxation energy S*phonon: 0.0200 hartree
VERTICAL TRANSITIONS
absorption: 0.1200 hartree = 3.265 eV
emission: 0.0800 hartree = 2.177 eV
separation: 0.0400 hartree = 1.088 eV
separation / phonon energy: 20.0000
UNEQUAL CURVATURES
upper-curve phonon energy: 0.0016 hartree
vertical absorption: 0.1128 hartree
vertical emission: 0.0800 hartree
separation: 0.0328 hartree
CLASSICAL THERMAL LINES
kT: 0.0040 hartree (temperature 1263 K)
standard deviation of line: 0.01265 hartree
absorption peak, factor removed: 0.1200 hartree
emission peak, factor removed: 0.0800 hartree
absorption peak with factor E: 0.1213 hartree
emission peak with factor E^3: 0.0856 hartree
separation of raw peaks: 0.0357 hartree
QUANTUM LINES FROM THE LOWEST LEVEL
weight of line with 7 phonons: 0.09008
weight of line with 8 phonons: 0.11260
weight of line with 9 phonons: 0.12511
weight of line with 10 phonons: 0.12511
weight of line with 11 phonons: 0.11374
weight of line with 12 phonons: 0.09478
mean phonon number: 10.0000
QUANTUM SPECTRA, SEPARATIONS IN PHONON ENERGIES
Gaussian width of each line: 0.70 phonon energies
kT/phonon 0.02: means 20.0000, peaks 19.041
kT/phonon 2.00: means 20.0000, peaks 19.797
kT/phonon 5.00: means 20.0000, peaks 19.934
\end{verbatim}
